# Phonon-assisted absorption onset: indirect excitons versus uncorrelated electron-hole pairs: test program

```python
"""Phonon-assisted absorption near an indirect gap.
Result under test: absorption into the lowest exciton band grows as
  J_X = |phi(0)|^2 (1/4pi^2) (2M/hbar^2)^(3/2) sqrt(D),
while uncorrelated electron-hole pairs give
  J_0 = (1/4pi^2)^2 (4 m_e m_h/hbar^4)^(3/2) (pi/8) D^2,
D = energy above the respective onset, M = m_e + m_h, phi = relative
wavefunction, R = exciton binding energy, a = exciton Bohr radius.
The absorption coefficient is
  alpha = pi e^2/(n_r eps0 c m0^2 w) * g |Q|^2 * (N or N+1) * J,
Q = two-step (light and phonon) momentum amplitude times sqrt(volume),
g = spin/valley factor, N = phonon occupation.
Working units: eV and nm. Reduced units: energy R, length a."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
# ---------------- model parameters ----------------
gap, phonon = 1.2, 0.050              # eV
m_e, m_h = 0.3, 0.5                   # free-electron masses
eps_r, n_r, temperature = 12.0, 3.5, 100.0
g_factor = 2                          # two spins, one valley
kane_energy = 20.0                    # 2 p^2/m0, eV
coupling = 0.03                       # phonon matrix element*sqrt(V), eV nm^1.5
denominator = 2.0                     # eV, single dominant path

# ---------------- derived quantities ----------------
h2_2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18        # eV nm^2
M, mu = m_e + m_h, m_e * m_h / (m_e + m_h)
e2_4pieps = sc.e / (4 * pi * sc.epsilon_0) * 1e9       # eV nm
a = 2 * h2_2m / mu * eps_r / e2_4pieps                 # nm
R = h2_2m / (mu * a**2)                                # eV
N = 1 / np.expm1(phonon * sc.e / (sc.k * temperature))
com_density = (M / h2_2m)**1.5 / (4 * pi**2)           # eV^-1.5 nm^-3
contact = 1 / (pi * a**3)                              # nm^-3


def J_exciton(D):
    return contact * com_density * np.sqrt(D)


def J_free(D):
    return (m_e * m_h / h2_2m**2)**1.5 / (4 * pi**2)**2 * pi / 8 * D**2


def G_bound(x):
    n = np.arange(1.0, 20001.0)
    return 4 * pi * np.sum(np.sqrt(np.clip(x + n**-2, 0, None)) / n**3)


def G_continuum(x):
    if x <= 0:
        return 0.0

    def integrand(t):                 # relative energy = t^2
        return 4 * pi * t * np.sqrt(max(x - t * t, 0)) / -np.expm1(-2 * pi / t)
    return quad(integrand, 0, np.sqrt(x), limit=200)[0]


def G_free(x):
    return pi / 8 * x**2


def G_total(x):
    return G_bound(x) + G_continuum(x)


def J_correlated(D):                  # D measured from the pair edge
    return com_density * np.sqrt(R) / (4 * pi**2 * a**3) * G_total(D / R)


def alpha(photon, occupation, J):     # cm^-1
    hbar_c = sc.hbar * sc.c / sc.e * 1e9               # eV nm
    rest = sc.m_e * sc.c**2 / sc.e                     # eV
    field = pi * 4 * pi * e2_4pieps * hbar_c / (n_r * photon * rest)
    Q2_over_m0 = kane_energy / 2 * (coupling / denominator)**2
    return field * g_factor * Q2_over_m0 * occupation * J * 1e7


# ---- two-step amplitude against an avoided crossing of many-fermion levels
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)


def chain(factors):
    out = np.eye(1)
    for f in factors:
        out = np.kron(out, f)
    return out


fermi = [chain([sign] * i + [lower] + [one] * (5 - i)) for i in range(4)]
vG, vX, cG, cX = fermi                # valence/conduction at the two valleys
light_op = chain([one] * 4 + [lower, one])
phonon_op = chain([one] * 5 + [lower])
levels = dict(vG=0.0, vX=-1.5, cG=3.2, cX=1.2)
pG, pX, gc, gv, Omega = 0.010, 0.007, 0.008, -0.012, 0.05
static = sum(e * f.T @ f for e, f in zip(levels.values(), fermi))
static = static + Omega * phonon_op.T @ phonon_op
mix = (pG * cG.T @ vG + pX * cX.T @ vX) @ light_op
mix = mix + (gc * cX.T @ cG + gv * vX.T @ vG) @ phonon_op.T
static = static + mix + mix.T
# bits: vG vX cG cX photon phonon; initial, final, two intermediates
sector = [0b110010, 0b010101, 0b011000, 0b100100]


def level_gap(w):
    H = (static + w * light_op.T @ light_op)[np.ix_(sector, sector)]
    val, vec = np.linalg.eigh(H)
    pair = np.argsort(vec[0]**2 + vec[1]**2)[-2:]
    return abs(val[pair[0]] - val[pair[1]])


w_res = levels["cX"] - levels["vG"] + Omega
best = minimize_scalar(lambda s: (1e4 * level_gap(w_res + s))**2,
                       bounds=(-1e-3, 1e-3), method="bounded",
                       options={"xatol": 1e-10})
amp_exact = level_gap(w_res + best.x) / 2
amp_formula = abs(pG * gc / (levels["vG"] + w_res - levels["cG"])
                  + pX * gv / (levels["vG"] - Omega - levels["vX"]))
assert abs(amp_exact / amp_formula - 1) < 0.01

# ---- coherent momentum sum of the 1s state equals phi(r=0), reduced units
def phi_k(k):
    return 8 * np.sqrt(pi) / (1 + k * k)**2


norm_k = quad(lambda k: k**2 * phi_k(k)**2 / (2 * pi**2), 0, np.inf)[0]
sum_k = quad(lambda k: k**2 * phi_k(k) / (2 * pi**2), 0, np.inf)[0]
assert abs(norm_k - 1) < 1e-7 and abs(sum_k * np.sqrt(pi) - 1) < 1e-7

# ---- densities against direct counts of allowed momenta in a periodic box
side = 100.0                          # nm
idx = np.arange(-20, 21)
nx, ny, nz = np.meshgrid(idx, idx, idx)
k2 = np.sort(((2 * pi / side)**2 * (nx**2 + ny**2 + nz**2)).ravel())
for D in (0.03, 0.05):
    count_X = np.searchsorted(h2_2m * k2 / M, D) / side**3
    integral_X = quad(J_exciton, 0, D)[0] / contact
    assert abs(count_X / integral_X - 1) < 0.02
    Ee, Eh = h2_2m * k2 / m_e, h2_2m * k2 / m_h
    count_0 = np.searchsorted(Eh, D - Ee[Ee < D]).sum() / side**6
    assert abs(count_0 / quad(J_free, 0, D)[0] - 1) < 0.02

# ---- relative motion: numerical s states in a large sphere, reduced units
step, radius = 0.02, 200.0
r = step * np.arange(1, int(radius / step))


def radial_states(charge):
    diag = 2 / step**2 - 2 * charge / r
    off = -np.ones(r.size - 1) / step**2
    E, u = eigh_tridiagonal(diag, off, select="v", select_range=(-2.0, 4.0))
    slope = (4 * u[0] - u[1]) / (2 * step) / np.sqrt(step)
    return E, slope**2 / (4 * pi)     # energies and |phi(0)|^2


E_c, w_c = radial_states(1.0)
E_f, w_f = radial_states(0.0)
for n in (1, 2, 3):
    assert abs(E_c[n - 1] * n**2 + 1) < 0.005
    assert abs(w_c[n - 1] * pi * n**3 - 1) < 0.01


def G_box(E, w, x, floor=-9.0):
    use = (E < x) & (E > floor)
    return 4 * pi**2 * np.sum(w[use] * np.sqrt(x - E[use]))


for x in (1.0, 2.0, 3.9):
    assert abs(G_box(E_c, w_c, x) / G_total(x) - 1) < 0.01
    assert abs(G_box(E_f, w_f, x) / G_free(x) - 1) < 0.015
    # box discreteness at zero energy limits this comparison
    assert abs(G_box(E_c, w_c, x, 0.0) / G_continuum(x) - 1) < 0.03
x = 0.3
assert abs(G_box(E_c, w_c, x, 0.0) / (4 * pi / 3 * x**1.5) - 1) < 0.03

# ---- limits of the correlated spectrum
assert abs(G_bound(0.0) / (4 * pi * pi**4 / 90) - 1) < 1e-8
x = 1e6
assert abs((G_total(x) / G_free(x) - 1) * np.sqrt(x) / (16 / 3) - 1) < 0.005

# ---- distance at which the free-pair law would equal the 1s law
D_equal = brentq(lambda D: J_free(D) - J_exciton(D), R, 100 * R)
assert abs(D_equal / R / 32**(2 / 3) - 1) < 1e-6

# ---- prefactor: absorbed power over time-averaged intensity, all in SI
on_X, on_0 = gap - R + phonon, gap + phonon
photon = on_X + 0.010
omega, A0 = photon * sc.e / sc.hbar, 1e-12
period = 2 * pi / omega
t = np.arange(1000) * period / 1000
intensity = np.mean(n_r * sc.epsilon_0 * sc.c
                    * (omega * A0 * np.sin(omega * t))**2)
p_SI = np.sqrt(sc.m_e * kane_energy * sc.e / 2)
Q_SI = p_SI * coupling / denominator * 1e-9**1.5
J_SI = J_exciton(0.010) / sc.e * 1e54
rate = (2 * pi / sc.hbar * (sc.e * A0 / (2 * sc.m_e) * Q_SI)**2
        * g_factor * (N + 1) * J_SI)
alpha_SI = sc.hbar * omega * rate / intensity / 100
assert abs(alpha_SI / alpha(photon, N + 1, J_exciton(0.010)) - 1) < 1e-6

# ---------------- printed numbers ----------------
print(f"gap {gap:.3f} eV; phonon energy {1e3*phonon:.1f} meV")
print(f"masses m_e {m_e}, m_h {m_h}, M {M:.4f}, mu {mu:.4f} (m0)")
print(f"permittivity {eps_r}; index {n_r}; temperature {temperature} K")
print(f"2p^2/m0 {kane_energy} eV; phonon coupling {coupling} eV nm^1.5")
print(f"energy denominator {denominator} eV; spin-valley factor {g_factor}")
print(f"exciton binding energy R {1e3*R:.2f} meV; radius a {a:.3f} nm")
print(f"|phi_1(0)|^2 {contact:.5f} nm^-3")
print(f"centre-of-mass density factor {com_density:.4f} eV^-1.5 nm^-3")
print(f"phonon occupation N {N:.5f}; (N+1)/N {(N+1)/N:.1f}")
print(f"exciton onset, phonon emission {on_X:.4f} eV")
print(f"exciton onset, phonon absorption {on_X-2*phonon:.4f} eV")
print(f"pair onset, phonon emission {on_0:.4f} eV")
print(f"2s band opens {1e3*0.75*R:.2f} meV above the 1s onset")
print("emission branch, each D above its own onset:")
for D in (0.0025, 0.005, 0.010):
    aX = alpha(on_X + D, N + 1, J_exciton(D))
    a0 = alpha(on_0 + D, N + 1, J_free(D))
    print(f" D {1e3*D:4.1f} meV: 1s {aX:.4f} cm^-1, free pairs {a0:.3e} cm^-1,"
          f" ratio {aX/a0:.1f}")
print(f"J_X at 10 meV {J_exciton(0.010):.4e} eV^-1 nm^-6")
print(f"J_0 at 10 meV {J_free(0.010):.4e} eV^-1 nm^-6")
rX = (alpha(on_X + .01, N + 1, J_exciton(.01))
      / alpha(on_X + .0025, N + 1, J_exciton(.0025)))
r0 = (alpha(on_0 + .01, N + 1, J_free(.01))
      / alpha(on_0 + .0025, N + 1, J_free(.0025)))
print(f"alpha(10 meV)/alpha(2.5 meV): 1s {rX:.3f}, free pairs {r0:.3f}")
edge = alpha(on_0, N + 1, J_correlated(0.0))
print(f"with attraction, alpha at the pair onset {edge:.4f} cm^-1")
print(f"share of the 1s band there {100*4*pi/G_bound(0.0):.2f} percent")
back = alpha(on_X, N, J_correlated(2 * phonon - R))
print(f"phonon-absorption background at 1s emission onset {back:.4f} cm^-1")
print(f"free-pair law equals 1s law at D {D_equal/R:.3f} R"
      f" = {1e3*D_equal:.1f} meV")
print("correlated / free-pair absorption at x = D/R above the pair edge:")
for x in (1.0, 10.0, 100.0, 1e4):
    print(f" x {x:7.0f}: total {G_total(x)/G_free(x):.3f},"
          f" continuum only {G_continuum(x)/G_free(x):.3f}")
print(f"two-path amplitude: crossing {1e6*amp_exact:.3f} micro-eV,"
      f" formula {1e6*amp_formula:.3f} micro-eV")
print("verified")
```

Printed output:

```
gap 1.200 eV; phonon energy 50.0 meV
masses m_e 0.3, m_h 0.5, M 0.8000, mu 0.1875 (m0)
permittivity 12.0; index 3.5; temperature 100.0 K
2p^2/m0 20.0 eV; phonon coupling 0.03 eV nm^1.5
energy denominator 2.0 eV; spin-valley factor 2
exciton binding energy R 17.72 meV; radius a 3.387 nm
|phi_1(0)|^2 0.00819 nm^-3
centre-of-mass density factor 2.4372 eV^-1.5 nm^-3
phonon occupation N 0.00303; (N+1)/N 331.0
exciton onset, phonon emission 1.2323 eV
exciton onset, phonon absorption 1.1323 eV
pair onset, phonon emission 1.2500 eV
2s band opens 13.29 meV above the 1s onset
emission branch, each D above its own onset:
 D  2.5 meV: 1s 0.2289 cm^-1, free pairs 3.739e-04 cm^-1, ratio 612.3
 D  5.0 meV: 1s 0.3231 cm^-1, free pairs 1.493e-03 cm^-1, ratio 216.5
 D 10.0 meV: 1s 0.4551 cm^-1, free pairs 5.947e-03 cm^-1, ratio 76.5
J_X at 10 meV 1.9971e-03 eV^-1 nm^-6
J_0 at 10 meV 2.6467e-05 eV^-1 nm^-6
alpha(10 meV)/alpha(2.5 meV): 1s 1.988, free pairs 15.905
with attraction, alpha at the pair onset 0.6516 cm^-1
share of the 1s band there 92.39 percent
phonon-absorption background at 1s emission onset 0.0114 cm^-1
free-pair law equals 1s law at D 10.079 R = 178.6 meV
correlated / free-pair absorption at x = D/R above the pair edge:
 x       1: total 62.951, continuum only 10.669
 x      10: total 4.809, continuum only 3.542
 x     100: total 1.686, continuum only 1.647
 x   10000: total 1.055, continuum only 1.055
two-path amplitude: crossing 98.942 micro-eV, formula 98.957 micro-eV
verified
```
